# Choosing smoothing and cutoff when reconstructing a click detector's photon-number response: a program that tests the result

```python
# RESULT UNDER TEST
# The photon-number response theta[n] = Pr(click | n photons) is estimated from
# coherent pulses by minimising |f - F theta|^2 + gamma |D theta|^2 in the box
# 0 <= theta <= 1. F: Poisson matrix, f: click fractions, D: second difference.
# Tested: conditioning bound, optimality, bias, covariance and truncation bias.
# mu: mean photon number; N: last photon number; S: trials per probe.
# "lumped" tail: theta[n] = theta[N] for n > N; "dropped" tail: theta[n] = 0.
import math
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.optimize import lsq_linear
from scipy.special import gammainc, gammaln, xlogy
from scipy.stats import binom

rng = np.random.default_rng(7)

# Rough typical values for a nanowire detector on a silicon waveguide
wavelength = 1550e-9
coupler_loss_db, wire_efficiency = 5.0, 0.80
dark_rate, window = 300.0, 10e-9
repetition_rate, S = 1e6, 100000
M, J, N = 12.0, 40, 30
T_coupler = 10 ** (-coupler_loss_db / 10)
eta = T_coupler * wire_efficiency
dark = -math.expm1(-dark_rate * window)
mu = np.linspace(0, M, J)
levels = np.arange(151)


def poisson(mean, n):
    mean = np.asarray(mean, float)[:, None]
    return np.exp(-mean + xlogy(n, mean) - gammaln(n + 1))


def model_matrix(last, lumped=True):
    F = poisson(mu, np.arange(last + 1))
    if lumped:
        F[:, last] = gammainc(last, mu)
    return F


def stack(F, gamma):
    D = np.diff(np.eye(F.shape[1]), 2, axis=0)
    return np.vstack([F, math.sqrt(gamma) * D])


def padded(K, f):
    return np.concatenate([f, np.zeros(len(K) - len(f))])


def box_fit(K, f):
    return lsq_linear(K, padded(K, f), bounds=(0, 1), method="bvls",
                      tol=1e-14, max_iter=500).x


def check_optimal(K, f, x):
    grad = K.T @ (K @ x - padded(K, f))
    low, high = x <= 1e-12, x >= 1 - 1e-12
    assert np.all(np.abs(grad[~(low | high)]) < 1e-8)
    assert np.all(grad[low] > -1e-8) and np.all(grad[high] < 1e-8)


def click_probability(mean):
    return 1 - (1 - dark) * np.exp(-eta * mean)


def thinning(transmission, size):
    n = np.arange(size)
    return binom.pmf(n[None, :], n[:, None], transmission)


# Phase averaging leaves only the diagonal of a general click operator
A = rng.normal(size=(6, 6)) + 1j * rng.normal(size=(6, 6))
operator = A.conj().T @ A
n6 = np.arange(6)
amplitude = np.sqrt(poisson([1.7], n6)[0])
average = 0.0
for phase in 2 * np.pi * np.arange(16) / 16:
    state = amplitude * np.exp(1j * n6 * phase)
    average += (state.conj() @ operator @ state).real / 16
assert abs(average - amplitude**2 @ np.diag(operator).real) < 1e-10

# Response from binomial coupler loss followed by the nanowire
theta_all = 1 - (1 - dark) * (1 - eta) ** levels
wire_response = 1 - (1 - dark) * (1 - wire_efficiency) ** levels
assert np.allclose(thinning(T_coupler, 151) @ wire_response, theta_all, atol=1e-10)
p = click_probability(mu)
assert np.allclose(poisson(mu, levels) @ theta_all, p, atol=1e-11)
theta = theta_all[:N + 1]

photon_energy = sc.h * sc.c / wavelength
noise_sd = 0.5 / math.sqrt(S)
print(f"wavelength {wavelength*1e9:.0f} nm, photon energy {photon_energy/sc.e:.4f} eV")
print(f"coupler loss {coupler_loss_db:.1f} dB, wire efficiency {wire_efficiency:.2f}")
print(f"total efficiency eta = {eta:.5f}, dark probability = {dark:.3e}")
print(f"dark rate {dark_rate:.0f} /s, window {window*1e9:.0f} ns")
print(f"probes {J}, mu 0 to {M:.0f}, trials per probe {S}, N = {N}")
print(f"largest pulse energy {M*photon_energy*1e18:.3f} aJ")
print(f"repetition {repetition_rate/1e6:.0f} MHz, "
      f"largest mean power {M*photon_energy*repetition_rate*1e12:.3f} pW")
print(f"worst-case sd of a click fraction {noise_sd:.3e}")

# Conditioning: high-precision singular values against the Chebyshev bound
mp.mp.dps = 60
for last in (10, 20, 30):
    F_mp = mp.matrix(J, last + 1)
    for j in range(J):
        m = mp.mpf(float(mu[j]))
        row = [mp.exp(-m) * m**n / mp.factorial(n) for n in range(last)]
        for n in range(last):
            F_mp[j, n] = row[n]
        F_mp[j, last] = 1 - mp.fsum(row)
    values = [abs(s) for s in mp.svd_r(F_mp, compute_uv=False)]
    s_min, s_max = float(min(values)), float(max(values))
    k = last - 1
    delta = np.array([float((-1) ** (k - n) * mp.mpf(4) ** n * k
                            * mp.factorial(k + n - 1) * mp.factorial(n)
                            / (mp.factorial(k - n) * mp.factorial(2 * n)
                               * mp.mpf(M) ** n)) for n in range(last)] + [0.0])
    bound = math.sqrt(np.sum(np.exp(-2 * mu))) / np.linalg.norm(delta)
    assert s_min <= bound
    if last == 10:
        F10 = model_matrix(10)
        cheb = np.cos(k * np.arccos(np.clip(2 * mu / M - 1, -1, 1)))
        assert np.allclose(F10 @ delta, np.exp(-mu) * cheb, atol=1e-9)
        assert abs(np.linalg.svd(F10, compute_uv=False)[-1] / s_min - 1) < 1e-6
    print(f"N={last}: sigma max {s_max:.3f}, min {s_min:.2e}, bound {bound:.2e}")
F = model_matrix(N)
count = int(np.sum(np.linalg.svd(F, compute_uv=False) > noise_sd))
print(f"singular values above the click-fraction sd: {count} of {N+1}")

# One synthetic data set; smoothing strength from leave-one-out prediction
f = rng.binomial(S, p) / S


def leave_one_out(gamma):
    G = np.linalg.pinv(stack(F, gamma))[:, :J]
    H = F @ G
    return (f - H @ f) / (1 - np.diag(H))


grid = 10.0 ** np.arange(-7, 0.1, 0.5)
scores = [math.sqrt(np.mean(leave_one_out(g) ** 2)) for g in grid]
gamma = float(grid[int(np.argmin(scores))])
K = stack(F, gamma)
brute = []
for j in range(J):
    keep = np.arange(len(K)) != j
    refit = np.linalg.lstsq(K[keep], padded(K, f)[keep], rcond=None)[0]
    brute.append(f[j] - F[j] @ refit)
assert np.allclose(brute, leave_one_out(gamma), atol=1e-8)
print(f"chosen gamma {gamma:.2e}, leave-one-out rms {min(scores):.3e}")


def predicted_bias_sd(gamma_value):
    K_value = stack(F, gamma_value)
    inverse = np.linalg.pinv(K_value)
    beyond = levels > N
    tau = poisson(mu, levels[beyond]) @ (theta_all[beyond] - theta[N])
    source = np.concatenate([tau, -K_value[J:] @ theta])
    G = inverse[:, :J]
    return inverse @ source, np.sqrt((G**2) @ (p * (1 - p) / S))


def rms(x):
    return float(np.sqrt(np.mean(np.asarray(x) ** 2)))


scan = []
for g in (1e-6, 1e-4, 1e-2, 1.0):
    b, s = predicted_bias_sd(g)
    scan.append((rms(b), rms(s)))
    print(f"gamma {g:.0e}: rms bias {rms(b):.2e}, rms sd {rms(s):.2e}")
assert scan[0][0] < scan[-1][0] and scan[0][1] > scan[-1][1]

bias, sd = predicted_bias_sd(gamma)
G = np.linalg.pinv(K)[:, :J]
free, boxed = G @ f, box_fit(K, f)
check_optimal(K, f, boxed)
print(f"effective fitted parameters {np.trace(F @ G):.2f}")
print("n: true, free fit, box fit, predicted free bias, free sd")
for n in (0, 1, 2, 3, 5, 8, 12, 20, 30):
    print(f"{n}: {theta[n]:.5f} {free[n]:.5f} {boxed[n]:.5f} "
          f"{bias[n]:+.5f} {sd[n]:.5f}")
print(f"box faces touched: lower {np.sum(boxed <= 1e-12)}, "
      f"upper {np.sum(boxed >= 1-1e-12)}")

# Repeated binomial experiments at fixed gamma
R = 4000
data = rng.binomial(S, p, size=(R, J)) / S
fits = data @ G.T
assert np.all(np.abs(fits.mean(0) - theta - bias) < 6 * sd / math.sqrt(R) + 1e-11)
assert np.all(np.abs(fits.std(0, ddof=1) / sd - 1) < 0.08)
box_errors, free_errors = [], []
for r in range(200):
    x = box_fit(K, data[r])
    check_optimal(K, data[r], x)
    box_errors.append(x - theta)
    free_errors.append(fits[r] - theta)
    assert (np.linalg.norm(K @ box_errors[-1])
            <= np.linalg.norm(K @ free_errors[-1]) + 1e-10)
box_errors, free_errors = np.array(box_errors), np.array(free_errors)
print(f"200 repeats, rms error n=0..30: free {rms(free_errors):.5f}, "
      f"box {rms(box_errors):.5f}")
print(f"200 repeats, rms error n=0..12: free {rms(free_errors[:, :13]):.5f}, "
      f"box {rms(box_errors[:, :13]):.5f}")

# Truncation: noiseless fits against the explicit tail sum
print("N: tail at mu=12; max free shift drop, lump; max box error drop, lump")
for last in (6, 9, 12, 18, 24, 30):
    tail = gammainc(last + 1, mu)
    beyond = levels > last
    P_tail = poisson(mu, levels[beyond])
    assert np.allclose(P_tail.sum(1), tail, atol=1e-12)
    if last + 1 > M:
        assert tail[-1] <= math.exp(-M) * (math.e * M / (last + 1)) ** (last + 1)
    shifts, errors = [], []
    for lumped in (False, True):
        F_cut = model_matrix(last, lumped)
        K_cut = stack(F_cut, gamma)
        truth = theta_all[:last + 1]
        tau = P_tail @ (theta_all[beyond] - (truth[-1] if lumped else 0.0))
        if lumped:
            assert np.all(tau <= (1 - truth[-1]) * tail + 1e-13)
        predicted = np.linalg.pinv(K_cut)[:, :J] @ tau
        with_tail = np.linalg.lstsq(K_cut, padded(K_cut, p), rcond=None)[0]
        without = np.linalg.lstsq(K_cut, padded(K_cut, F_cut @ truth), rcond=None)[0]
        assert np.allclose(with_tail - without, predicted, atol=1e-9)
        x = box_fit(K_cut, p)
        check_optimal(K_cut, p, x)
        shifts.append(np.max(np.abs(predicted)))
        errors.append(np.max(np.abs(x - truth)))
    assert shifts[1] < shifts[0]
    print(f"{last}: {tail[-1]:.2e}; {shifts[0]:.2e}, {shifts[1]:.2e}; "
          f"{errors[0]:.2e}, {errors[1]:.2e}")
needed = next(n for n in range(1, 100) if gammainc(n + 1, M) < 0.1 * noise_sd)
print(f"smallest N with tail below a tenth of the sd: {needed}")

# A different response: each photon pair adds a chance of a click
pair_chance = 0.05
pair_all = 1 - (1 - theta_all) * (1 - pair_chance) ** (levels * (levels - 1) / 2)
pair_fit = box_fit(K, poisson(mu, levels) @ pair_all)
pair_error = rms(pair_fit[:13] - pair_all[:13])
pair_departure = rms(theta_all[:13] - pair_all[:13])
assert pair_error < pair_departure
print(f"pair chance {pair_chance:.2f}: rms departure {pair_departure:.4f}, "
      f"fit error {pair_error:.4f} (n=0..12)")

# Sizes of neglected effects
calibration = 0.03
lossy = thinning(1 / (1 + calibration), 151) @ pair_all
assert np.allclose(poisson(mu * (1 + calibration), levels) @ lossy,
                   poisson(mu, levels) @ pair_all, atol=1e-10)
shift_one = (thinning(1 / (1 + calibration), 151) @ theta_all)[1] - theta_all[1]
print(f"power scale {calibration*100:.0f} % high: theta_1 shift {shift_one:+.5f}")
energy_noise = 0.01
nodes, weights = np.polynomial.hermite_e.hermegauss(20)
mean = 2 / eta
change = (weights @ click_probability(mean * (1 + energy_noise * nodes))
          / math.sqrt(2 * math.pi) - click_probability(mean))
estimate = -0.5 * energy_noise**2 * (eta * mean) ** 2 * (1 - dark) * math.exp(-eta * mean)
assert abs(change / estimate - 1) < 1e-3
print(f"pulse-energy noise {energy_noise*100:.0f} %: click shift {change:+.2e} "
      f"at mu={mean:.2f}")
pulse_length, area, guide_length, beta = 50e-12, 0.1e-12, 1e-3, 5e-12
intensity = M * photon_energy / pulse_length / area
print(f"two-photon absorption, 50 ps, 0.1 um2, 1 mm, 0.5 cm/GW: "
      f"{beta*intensity*guide_length:.1e}")
recovery = 20e-9
print(f"recovery time {recovery*1e9:.0f} ns: unrecovered part "
      f"{math.exp(-1/(repetition_rate*recovery)):.1e}")
print(f"pulses blocked by dark counts (5 recovery times) {dark_rate*5*recovery:.1e}")
occupation = 1 / math.expm1(photon_energy / (sc.k * 300))
print(f"thermal photons per mode at 300 K {occupation:.1e}")
print("every check passed")
```

Running it gives:

```
wavelength 1550 nm, photon energy 0.7999 eV
coupler loss 5.0 dB, wire efficiency 0.80
total efficiency eta = 0.25298, dark probability = 3.000e-06
dark rate 300 /s, window 10 ns
probes 40, mu 0 to 12, trials per probe 100000, N = 30
largest pulse energy 1.538 aJ
repetition 1 MHz, largest mean power 1.538 pW
worst-case sd of a click fraction 1.581e-03
N=10: sigma max 2.313, min 4.21e-05, bound 2.70e-03
N=20: sigma max 1.763, min 5.49e-13, bound 3.07e-10
N=30: sigma max 1.763, min 1.33e-23, bound 2.17e-19
singular values above the click-fraction sd: 10 of 31
chosen gamma 3.16e-03, leave-one-out rms 1.414e-03
gamma 1e-06: rms bias 1.36e-03, rms sd 1.73e+00
gamma 1e-04: rms bias 4.14e-03, rms sd 2.35e-01
gamma 1e-02: rms bias 1.33e-02, rms sd 3.21e-02
gamma 1e+00: rms bias 4.78e-02, rms sd 4.74e-03
effective fitted parameters 6.96
n: true, free fit, box fit, predicted free bias, free sd
0: 0.00000 0.00000 0.00001 +0.00048 0.00033
1: 0.25298 0.25198 0.25204 -0.00218 0.00197
2: 0.44197 0.44531 0.44516 +0.00208 0.00252
3: 0.58314 0.58131 0.58122 +0.00079 0.00295
5: 0.76738 0.77042 0.77083 -0.00109 0.00357
8: 0.90303 0.90033 0.89932 +0.00078 0.00398
12: 0.96980 0.97387 0.97600 -0.00055 0.00486
20: 0.99707 0.92794 0.94489 +0.00150 0.02974
30: 0.99984 0.66261 0.74643 +0.01053 0.13297
box faces touched: lower 0, upper 1
200 repeats, rms error n=0..30: free 0.05232, box 0.03613
200 repeats, rms error n=0..12: free 0.00374, box 0.00365
N: tail at mu=12; max free shift drop, lump; max box error drop, lump
6: 9.54e-01; 8.85e+00, 1.71e-01; 4.17e-01, 1.72e-01
9: 7.58e-01; 6.43e+00, 4.23e-02; 3.11e-01, 4.23e-02
12: 4.24e-01; 3.09e+00, 1.38e-02; 2.73e-01, 1.42e-02
18: 3.74e-02; 4.63e-01, 8.11e-04; 5.47e-02, 2.70e-03
24: 6.86e-04; 2.64e-02, 9.25e-06; 5.19e-03, 2.18e-03
30: 3.37e-06; 2.86e-04, 1.59e-08; 2.18e-03, 2.18e-03
smallest N with tail below a tenth of the sd: 26
pair chance 0.05: rms departure 0.0618, fit error 0.0003 (n=0..12)
power scale 3 % high: theta_1 shift -0.00737
pulse-energy noise 1 %: click shift -2.71e-05 at mu=7.91
two-photon absorption, 50 ps, 0.1 um2, 1 mm, 0.5 cm/GW: 1.5e-09
recovery time 20 ns: unrecovered part 1.9e-22
pulses blocked by dark counts (5 recovery times) 3.0e-05
thermal photons per mode at 300 K 3.7e-14
every check passed
```
